# Bound and continuum shares of the two-photon 1s–2s amplitude of hydrogen in the length and velocity gauges

## One intermediate state

A hydrogen atom in light of frequency \(\omega=3/16\) hartree (243 nm) can go from 1s to 2s, an interval \(\Delta=3/8\), by absorbing two photons through virtual p states. Suppose only 2p is kept. If the light couples through the dipole \(z\), this state contributes \(\langle 2s|z|2p\rangle\langle 2p|z|1s\rangle/(E_{2p}-E_{1s}-\omega)\), which is computed below as \(-2.234807/0.1875=-11.919\). If the light couples through the momentum \(p_z\), the contribution contains \(\langle 2s|p_z|2p\rangle\). That element is proportional to \(E_{2s}-E_{2p}\), which is zero in the Coulomb potential. The complete amplitude is \(-7.854\) in both descriptions, so the same state supplies 152% of it in one and nothing in the other.

Atomic units are used throughout. The model is the Schrödinger atom with infinite nuclear mass in a classical field \(E_0\cos\omega t\) along \(z\), in the dipole approximation and to second order in \(E_0\). "Resonant" means \(2\omega=\Delta\); no intermediate state is resonant. The sign of the 2s state is fixed by \(R_{2s}(0)>0\).

## The two amplitudes

Let the part of the perturbation that absorbs a photon be \(We^{-i\omega t}\), switched on slowly, and let \(x=E_\nu-E_{1s}\). In first order \(i\dot c_\nu=W_{\nu 1}e^{i(x-\omega)t}\), so \(c_\nu=-W_{\nu1}e^{i(x-\omega)t}/(x-\omega)\). Inserting this into \(i\dot c_{2s}=\sum_\nu W_{2\nu}e^{i(\Delta-x-\omega)t}c_\nu\) gives
\[
i\dot c_{2s}=-\sum_\nu\frac{W_{2\nu}W_{\nu1}}{x-\omega}\,e^{i(\Delta-2\omega)t}.
\]
The sum runs over the p states with \(m=0\), bound and continuum.

In the length gauge the electron (charge \(-1\)) feels \(E_0z\cos\omega t\), so \(W=(E_0/2)z\). The coupling is \(-(E_0/2)^2M_L\) with
\[
M_L=L(\omega)=\sum_\nu\frac{P_\nu}{x-\omega},\qquad P_\nu=\langle 2s|z|\nu\rangle\langle\nu|z|1s\rangle .
\]
In the velocity gauge the perturbation is \(Ap_z+A^2/2\), and \(E=-\dot A\) requires \(A=-(E_0/\omega)\sin\omega t\). Since \(\sin\omega t\) contains \(-e^{-i\omega t}/(2i)\), one has \(W=E_0p_z/(2i\omega)\), and the squared prefactor is \(-(E_0/2)^2/\omega^2\). The term \(A^2/2\) does not act on the electron coordinates and drops out because \(\langle 2s|1s\rangle=0\). Hence
\[
M_V=-\frac{V(\omega)}{\omega^2},\qquad V(\omega)=\sum_\nu\frac{\langle 2s|p_z|\nu\rangle\langle\nu|p_z|1s\rangle}{x-\omega}.
\]

For a local potential \([H,z]=[p_z^2/2,z]=-ip_z\), so \(p_z=i[H,z]\) and \(\langle a|p_z|b\rangle=i(E_a-E_b)\langle a|z|b\rangle\) between eigenstates. The numerator in \(V\) is therefore \(i(\Delta-x)\cdot ix\,P_\nu=x(x-\Delta)P_\nu\). On resonance \(x(x-2\omega)=(x-\omega)^2-\omega^2\), and the term \(v_\nu\) of \(M_V\) is tied to the term \(l_\nu\) of \(M_L\) by
\[
v_\nu=l_\nu\left[1-\Big(\frac{x-\omega}{\omega}\Big)^2\right],\qquad v_\nu-l_\nu=-\frac{(x-\omega)P_\nu}{\omega^2}.
\]

## Why the complete sums agree

The double commutator is \([z,[H,z]]=[z,-ip_z]=-i\cdot i=1\), and written out it is \(2zHz-z^2H-Hz^2\). Taking it between 2s and 1s and inserting the complete set next to \(H\) gives \(2\sum E_\nu P_\nu-(E_{1s}+E_{2s})\sum P_\nu=\langle 2s|1s\rangle=0\). Since \(E_\nu-(E_{1s}+E_{2s})/2=x-\Delta/2\),
\[
\sum_\nu\Big(x-\frac{\Delta}{2}\Big)P_\nu=0 .
\]
This is the off-diagonal Thomas–Reiche–Kuhn sum rule. At \(\omega=\Delta/2\) it says \(\sum(v_\nu-l_\nu)=0\), so \(M_V=M_L\equiv M\). For a subset \(B\) of states the partial sums differ by that subset's part of the rule:
\[
V_B-L_B=-\frac{T_B}{\omega^2},\qquad T_B=\sum_{\nu\in B}(x-\omega)P_\nu ,
\]
where \(L_B\) and \(V_B\) are the sums of \(l_\nu\) and \(v_\nu\) over \(B\). The terms \(l_\nu+\lambda(x-\omega)P_\nu\) add up to \(M\) for every \(\lambda\); the two gauges are \(\lambda=0\) and \(\lambda=-1/\omega^2\). A share of \(M\) is thus a signed bookkeeping quantity that depends on the gauge, and only the total can be measured.

Away from resonance the equality fails in general. For general \(\omega\), multiplying out confirms \(x(x-\Delta)=(x-\omega)(x+\omega-\Delta)-\omega(\Delta-\omega)\). Dividing by \(x-\omega\), summing, and writing \(x+\omega-\Delta=(x-\Delta/2)+(\omega-\Delta/2)\) so that the sum rule removes the first bracket,
\[
V(\omega)=-\omega(\Delta-\omega)L(\omega)+\Big(\omega-\frac{\Delta}{2}\Big)S_0,\qquad S_0=\sum_\nu P_\nu=\langle 2s|z^2|1s\rangle .
\]
With \(R_{1s}=2e^{-r}\), \(R_{2s}=(1-r/2)e^{-r/2}/\sqrt2\) and the angular average \(1/3\) of \(\cos^2\theta\),
\[
S_0=\frac{\sqrt2}{3}\Big[\frac{4!}{(3/2)^5}-\frac12\frac{5!}{(3/2)^6}\Big]=\frac{\sqrt2}{3}\cdot\frac{256}{81}\Big(1-\frac53\Big)=-\frac{512\sqrt2}{729}=-0.993247 .
\]
Adding \(\omega^2L\) to both sides gives \(V+\omega^2L=(2\omega-\Delta)(\omega L+S_0/2)\), which off resonance vanishes only at frequencies where \(\omega L\) happens to equal \(-S_0/2\). At \(\omega=0.15\), where \(L=-6.33084\), this is \((-0.075)(-0.94963-0.49662)=0.10847\), and \(M_V=L-0.10847/0.0225=-11.152\). Both numbers are complete sums, obtained without truncating the set of intermediate states, so the difference of 4.82 is real. It is no contradiction: off resonance the factor \(e^{i(\Delta-2\omega)t}\) oscillates, there is no transition rate, and neither expression is a transition amplitude. For two colours with \(\omega_1+\omega_2=\Delta\) the prefactor \(1/\omega^2\) becomes \(1/(\omega_1\omega_2)\), and the ordering with \(\omega_i\) absorbed first leaves \(V+\omega_1\omega_2L=(\omega_i-\Delta/2)S_0\). These two remainders add to \((\omega_1+\omega_2-\Delta)S_0=0\). For \(\omega_1=0.1\), \(\omega_2=0.275\) the orderings give \(-4.997\) and \(-16.498\) in length form, \(-8.158\) and \(-13.337\) in velocity form, and \(-21.495\) in total in both.

## The matrix elements in closed form

Since \(\langle Y_{10}|\cos\theta|Y_{00}\rangle=1/\sqrt3\), \(P_\nu=\tfrac13 I_1I_2\) with \(I_i=\int u_\nu\,r^2R_{is}\,dr\), where \(u_\nu\) is \(r\) times the radial p function. At energy \(-\kappa^2/2\) it obeys \(u''=(2/r^2-2/r+\kappa^2)u\). Put \(u=N\hat u\), \(\hat u=r^2e^{-\kappa r}F\), \(F(0)=1\). Then \(\hat u''=e^{-\kappa r}[r^2F''+(4r-2\kappa r^2)F'+(2-4\kappa r+\kappa^2r^2)F]\), and cancelling common terms leaves \(rF''+(4-2\kappa r)F'+(2-4\kappa)F=0\). In the variable \(\rho=2\kappa r\) this is Kummer's equation \(\rho F''+(4-\rho)F'-aF=0\) with \(a=2-1/\kappa\), whose regular solution is \(F=\sum_m (a)_m\rho^m/[(4)_m\,m!]\), where \((a)_m=a(a+1)\cdots(a+m-1)\).

All integrals follow from \(J(s)=\int_0^\infty r\hat u\,e^{-sr}dr\). With \(\sigma=s+\kappa\), \(\int r^{m+3}e^{-\sigma r}dr=(m+3)!/\sigma^{m+4}\) and \((4)_m=(m+3)!/6\), the terms form a binomial series:
\[
J=\frac{6}{\sigma^4}\sum_m\frac{(a)_m}{m!}\Big(\frac{2\kappa}{\sigma}\Big)^m=\frac{6}{\sigma^4}\Big(1-\frac{2\kappa}{\sigma}\Big)^{-a}=\frac{6\,\Lambda(s)}{(s^2-\kappa^2)^2},\qquad \Lambda(s)=\Big(\frac{s-\kappa}{s+\kappa}\Big)^{1/\kappa}.
\]
For bound states, \(\kappa=1/n\), the series terminates. For the continuum, \(\kappa=ik\), it converges at large \(s\), and the result continues to all \(s>0\) because \(\hat u\) is bounded and both sides are analytic there; then \(\Lambda=\exp[(-i/k)(-2i\arctan(k/s))]=e^{-2\arctan(k/s)/k}\). The logarithmic derivative is
\[
g(s)=\frac{J'}{J}=\frac{1/\kappa-2}{s-\kappa}-\frac{1/\kappa+2}{s+\kappa}=\frac{2-4s}{s^2-\kappa^2}.
\]
Each derivative in \(s\) brings down \(-r\), so \(I_1=-2NJ'(1)\) and \(I_2=N[-J'-J''/2]_{s=1/2}/\sqrt2\). The first is \(I_1=4NJ(1)/(1-\kappa^2)\). For \(\kappa\ne1/2\), \(g(1/2)=0\), so \(J'(1/2)=0\); this is the orthogonality of \(u_\nu\) to the 2p function \(r^2e^{-r/2}\). Then \(J''=g'J+gJ'=-4J/(1/4-\kappa^2)\) and \(I_2=\sqrt2\,NJ(1/2)/(1/4-\kappa^2)\). Multiplying,
\[
P=\frac{144\sqrt2\,N^2}{3}\,\frac{\Lambda(1)\Lambda(1/2)}{(1-\kappa^2)^3(1/4-\kappa^2)^3}.
\]

For the bound normalisation let \(j=n-2\). The Laguerre polynomial \(L_j^3=\rho^{-3}e^{\rho}\,\partial_\rho^j(\rho^{j+3}e^{-\rho})/j!\) expands by the Leibniz rule to \(\sum_m(-1)^m\binom{j+3}{j-m}\rho^m/m!\). Its successive coefficients have the ratio \((m-j)/[(m+4)(m+1)]\), as those of \(F\) with \(a=-j\) do, so \(F=L_j^3/\binom{j+3}{3}\). Integrating by parts \(j\) times, \(\int\rho^3e^{-\rho}L_j^3\,q\,d\rho=\frac{(-1)^j}{j!}\int\rho^{j+3}e^{-\rho}q^{(j)}d\rho\) for any polynomial \(q\). This vanishes if \(q\) has degree below \(j\). For \(q=L_j^3\), \(q^{(j)}=(-1)^j\) and the integral is \(c_j=(j+3)!/j!\). For \(q=\rho L_j^3\) the two highest terms give \(q^{(j)}=(-1)^j[(j+1)\rho-j(j+3)]\), and the integral is \(c_j[(j+1)(j+4)-j(j+3)]=(2j+4)c_j\). With \(c_j=n(n^2-1)=6\binom{j+3}{3}\),
\[
\frac1{N^2}=\Big(\frac n2\Big)^5\frac{2n\cdot36}{n(n^2-1)},\qquad N^2=\frac{4(1-\kappa^2)}{9n^3}.
\]

For the continuum, \(a=2+i/k\) and \(4-a=a^*\). Expanding the exponential and using the beta integral term by term verifies \(F=\frac{6}{\Gamma(a)\Gamma(4-a)}\int_0^1e^{\rho t}t^{a-1}(1-t)^{3-a}dt\). At large \(\rho=2ikr\) the endpoints dominate. Near \(t=1\), with \(\tau=1-t\), the integral is \(e^{\rho}\int e^{-\rho\tau}\tau^{3-a}d\tau=e^\rho\,\Gamma(4-a)\rho^{a-4}\), which contributes \(6r^2e^{ikr}(2ikr)^{-2+i/k}/\Gamma(a)\) to \(\hat u\). As \(|i^{\,i/k}|=e^{-\pi/2k}\), its modulus is \(6e^{-\pi/2k}/(4k^2|\Gamma(a)|)\). The other endpoint gives the complex conjugate because \(\hat u\) is real, so the oscillation has twice this amplitude. The recursion and reflection formulas give \(|\Gamma(2+iy)|^2=(1+y^2)\pi y/\sinh\pi y\), and with \(y=1/k\) the squared amplitude is \(9(1-e^{-2\pi/k})/[2\pi k(1+k^2)]\). A unit sine wave is normalised to \((\pi/2)\delta(k-k')\), and \(\delta(\varepsilon-\varepsilon')=\delta(k-k')/k\) for \(\varepsilon=k^2/2\), so energy normalisation requires squared amplitude \(2/(\pi k)\). Therefore \(N^2=4(1+k^2)/[9(1-e^{-2\pi/k})]\).

In both cases \(144\cdot\frac49=64\), one power of \(1-\kappa^2\) cancels, and \((1/4-\kappa^2)^3=(1-4\kappa^2)^3/64\), which produces \(4096\sqrt2=2^{25/2}\):
\[
n^3P_n=\frac{2^{25/2}}{3}\,\frac{\big(\frac{n-1}{n+1}\big)^n\big(\frac{n-2}{n+2}\big)^n}{(1-n^{-2})^2(1-4n^{-2})^3}\quad(n\ge3),
\]
\[
P(k)=\frac{2^{25/2}}{3}\,\frac{e^{-2(\arctan k+\arctan2k)/k}}{(1+k^2)^2(1+4k^2)^3(1-e^{-2\pi/k})},
\]
the latter per unit energy. For \(n=3\) the first is \(P_3=0.527852\).

The 2p state must be done separately, since it is not orthogonal to itself. Here \(F=1\), \(N^2=1/24\), \(J=6/(s+\frac12)^4\), \(J'=-24/(s+\frac12)^5\), \(J''=120/(s+\frac12)^6\). So \(I_1/N=48(2/3)^5=512/81\), \(I_2/N=(24-60)/\sqrt2=-18\sqrt2\), and
\[
P_{2p}=\frac{1}{72}\cdot\frac{512}{81}\cdot(-18\sqrt2)=-\frac{128\sqrt2}{81}=-2.234807 .
\]
The program confirms the bound results, and separately \(x(x-\Delta)P_n\) from integrals of \(\partial_z\), in exact arithmetic for \(n=2\) to 8. It confirms the continuum results to \(2\times10^{-5}\) relative at \(k=0.3\), 1 and 2.5 by integrating the radial equation numerically.

## The total without a sum over states

Both sums are matrix elements of \(G=(H-E)^{-1}\) at \(E=-\tfrac12+\omega=-\kappa^2/2\), with \(\kappa^2=1-2\omega\) now fixed. Repeating the substitution above with nuclear charge \(Z\) gives \(a=2-Z/\kappa\), so the Coulomb Sturmian \(S_j=r^2e^{-\kappa r}L_j^3(2\kappa r)\) solves the p-wave equation for \(Z=(j+2)\kappa\). For the true charge, \((H-E)S_j=\lambda_jS_j/r\) with \(\lambda_j=(j+2)\kappa-1\). The Laguerre integrals give \(\int S_iS_j\,dr/r=\delta_{ij}c_j(2\kappa)^{-4}\). The operator \(\sum_j|S_j\rangle\langle S_j|\,(2\kappa)^4/(\lambda_jc_j)\) maps \(S_j/r\) to \(S_j/\lambda_j\), as \(G\) must, and equals \(G\) because the Laguerre polynomials are complete. The series for \(J\) with \(a=-j\) gives \(a_j(s)=\int rS_je^{-sr}dr=c_j(s-\kappa)^j/(s+\kappa)^{j+4}\). In \(V=\langle p_z2s|G|p_z1s\rangle\) the factors \(i\) and \(-i\) cancel, and \(\partial_z\) turns \(R\) into \(R'\cos\theta\), with \(R_{1s}'=-2e^{-r}\) and \(R_{2s}'=(r/4-1)e^{-r/2}/\sqrt2\). Thus
\[
L=\sum_j\frac{(2\kappa)^4\,[-2a_j'(1)]\,[-a_j'-\frac12a_j'']_{1/2}}{3\sqrt2\,\lambda_jc_j},\qquad
V=\sum_j\frac{(2\kappa)^4\,[-2a_j(1)]\,[-a_j-\frac14a_j']_{1/2}}{3\sqrt2\,\lambda_jc_j}.
\]
The commutator relation has not been used, and the terms fall geometrically with \(j\). At \(\omega=3/16\) both series give
\[
M=-7.853655\ a_0^2/E_h,\qquad e^2M=-1.295\times10^{-40}\ \mathrm{C^2\,m^2/J}.
\]
The program asserts that the two series agree to \(10^{-12}\), that the sums over states reproduce them to \(10^{-9}\), and that a finite-difference solution of the inhomogeneous radial equation agrees to \(10^{-6}\) of \(M\). The same finite-difference solution tests the off-resonant and two-colour identities.

## The shares and the reason for them

Every factor in \(P_n\) \((n\ge3)\) and \(P(k)\) is positive, and only \(P_{2p}\) is negative. The sum rule is a balance between 2p, with \(T_{2p}=0.1875\times(-2.234807)=-0.419026\), and all other states. In length form 2p alone overshoots \(M\) and every other state pulls the sum back. In velocity form 2p has \(x-\omega=\omega\), so \(v_{2p}=0\); all other states have \(x-\omega>\omega\), so \(v_\nu/l_\nu<0\), and each one pushes toward \(M\) from zero. For 3p, \(x-\omega=4/9-3/16=37/144\), so \(l=0.527852\times144/37=2.0543\), \(v/l=1-(37/27)^2=-0.877915\) and \(v=-1.8035\). For 4p the ratio is \(1-(3/2)^2=-1.25\), and at threshold, \(x=1/2\), it is \(1-(5/3)^2=-16/9\).

The parts, in \(a_0^2/E_h\) with the percentage of \(M\), come from summing \(P_n\) and integrating \(P(k)\,k\,dk\):

| states | length | velocity |
|---|---|---|
| 2p | \(-11.919\) (151.8%) | 0 (0%) |
| \(n\)p, \(n\ge3\) | \(+2.997\) (\(-38.2\)%) | \(-3.128\) (39.8%) |
| all bound | \(-8.922\) (113.6%) | \(-3.128\) (39.8%) |
| continuum | \(+1.068\) (\(-13.6\)%) | \(-4.725\) (60.2%) |

The shift formula connects the columns. With \(\omega^2=9/256\), the continuum has \(T=0.203671\) and shift \(-0.203671\times256/9=-5.7933\), so \(1.0679-5.7933=-4.7254\). The bound states with \(n\ge3\) have \(T=0.215355\), shift \(-6.1257\), and \(2.9974-6.1257=-3.1283\). The two shifts together cancel the \(+11.919\) of 2p.

The continuum dominates the velocity amplitude, yet it carries only 48.61% of the sum-rule strength that balances 2p, slightly less than the higher bound states do. Its 60% share arises because the two nearly equal shifts start from different places: the bound states must first cancel a length contribution of \(+3.00\), the continuum only \(+1.07\).

The signs give a bracket. If \(B\) contains 2p and omits some states, then \(M-L_B\) is a sum of positive \(l_\nu\) and \(M-V_B\) a sum of negative \(v_\nu\), so \(L_B<M<V_B\). Further, \(|v/l|>1\) when \(x>(1+\sqrt2)\omega=0.452665\), which lies between 3p (0.444444) and 4p (0.468750). Once 3p is included, every omitted state is larger in velocity form, and the length error is the smaller. With 2p alone this argument does not apply, but the numbers give the same order: the errors are 52% and 100% of \(|M|\).

## Limits and rates of convergence

The partial sums over 2p to \(N\)p, as fractions of \(M\), are 1.518, 1.256, 1.197, 1.174, 1.145, 1.138 in length form and 0, 0.230, 0.303, 0.337, 0.382, 0.394 in velocity form for \(N=2,3,4,5,10,20\). They head for 1.136 and 0.398. Neither series over bound states converges to \(M\), and their limits differ. The remainders fall with the same power, \(N^{-2}\), but with different coefficients. As \(n\to\infty\), \(\big(\frac{n-1}{n+1}\big)^n\to e^{-2}\) and \(\big(\frac{n-2}{n+2}\big)^n\to e^{-4}\), so \(n^3P_n\to(2^{25/2}/3)e^{-6}=4.786155\). This equals \(P(k\to0)\), because \((\arctan k+\arctan2k)/k\to3\). With \(1/(x-\omega)\to16/5\) and \(\sum_{n>N}n^{-3}\simeq1/[2(N+\frac12)^2]\), the remainders relative to the bound limits are \(7.658/(N+\frac12)^2\) and \(-16/9\) of that, \(-13.614/(N+\frac12)^2\), at leading order in \(1/N\). At \(N=20\) the estimates are \(0.0182\) and \(-0.0324\); the actual remainders are \(-8.92159+8.94001=0.01842\) and \(-3.12828+3.09573=-0.03255\). The program tests the law and the ratio to \(10^{-3}\) at \(N=200\).

In the continuum the powers themselves differ. For \(k\gg1\) the exponential tends to 1, \(1-e^{-2\pi/k}\to2\pi/k\) and the polynomial factors tend to \(64k^{10}\), so \(P\to Ck^{-9}\) with \(C=2^{25/2}/(3\cdot128\pi)=2^{11/2}/(3\pi)=4.80169\). The relative correction is \(-2\pi/k+\pi/k=-\pi/k\). The weights tend to \(2/k^2\) (length) and \(-k^2/(2\omega^2)\) (velocity), so the part of the integral above \(k=K\) is
\[
\int_K^\infty\frac{2C}{k^{10}}dk=\frac{2C}{9K^9}=\frac{1.067}{K^9},\qquad -\int_K^\infty\frac{C}{2\omega^2k^6}dk=-\frac{C}{10\omega^2K^5}=-\frac{13.66}{K^5},
\]
both tested to 1.5% at \(K=300\).

The tail comes from the cusp of the s states at the nucleus. The Fourier transform of \(e^{-\lambda r}\) is \(8\pi\lambda/(k^2+\lambda^2)^2\), and that of \(re^{-\lambda r}\) is minus its \(\lambda\) derivative, which tends to \(-8\pi/k^4\). For 1s the tail is \(8\pi/k^4\); for \((1-r/2)e^{-r/2}\) it is \((4\pi+4\pi)/k^4\). Both momentum wave functions thus behave as \(\phi\to(2\pi)^{-3/2}8\pi\psi(0)/k^4\), with \(\psi_{1s}(0)\psi_{2s}(0)=1/(\pi\sqrt8)\). If the fast electron is taken as a plane wave, \(\langle\mathbf k|p_z|\psi\rangle=k_z\phi\), and with \(d^3k=k\,d\varepsilon\,d\Omega\) the velocity numerator per unit energy is \(k\cdot\frac{4\pi}{3}k^2\cdot\frac{8}{\pi k^8}\cdot\frac{1}{\pi\sqrt8}=\frac{32}{3\pi\sqrt8}k^{-5}\). Dividing by \(x(x-\Delta)\to k^4/4\) returns \(2^{11/2}/(3\pi)\,k^{-9}\). The plane wave may be used in this way for \(p_z\) but not for \(z\). Since \(\phi\propto k^{-4}\), it would give \(|\langle\mathbf k|z|\psi\rangle|=|\partial\phi/\partial k_z|=4|k_z\phi|/k^2\), twice the value \(|k_z\phi|/(k^2/2)\) that follows from the commutator relation, and the product of two such elements would be four times too large. The program finds the plane-wave value obtained from \(p_z\) within \(10^{-4}\) of \(P(k)\) at \(k=10^5\).

To bring the omitted continuum below 1% of \(|M|\), the integral must reach an electron energy of 0.278 hartree in length form and 2.36 hartree in velocity form. These cut-offs come from quadrature of the exact \(P(k)\); at such energies \(\pi/k\) exceeds one and the power laws do not apply.

## Where the result stops holding

The relation \(p_z=i[H,z]\) holds for any local, velocity-independent potential. Turning it into a relation between matrix elements, as was done here, also uses exact eigenstates of one Hamiltonian. With a nonlocal potential, or with states and energies taken from different approximations, the two complete sums need not agree. The zero of \(v_{2p}\) rests on the 2s–2p degeneracy; in a local potential that splits these levels by \(\delta=E_{2p}-E_{2s}\), the numerator is \(x\,\delta\,P_{2p}\) and the term returns. The positivity of \(P_\nu\) for all states except 2p, and with it the bracket, was read off the Coulomb formulas for this pair of states and is not shown here for any other potential or pair. Digits of \(M\) beyond the second describe the model only: with reduced mass \(\mu\) lengths scale as \(1/\mu\) and energies as \(\mu\), so \(M\propto\mu^{-3}\) and the finite proton mass raises \(|M|\) by about \(3/1836=1.6\times10^{-3}\) of its value. Separately, because the model is nonrelativistic, the power laws in \(k\) lose physical meaning when \(k\) approaches the speed of light, roughly 140 in these units, where the remainders are negligible. The program and its output follow.

## Computed values

```
omega = 0.1875 Eh, Delta = 0.3750 Eh
wavelength = 243.00 nm
S0 = <2s|z^2|1s> = -0.993247 a0^2
n=2: x = 0.375000 Eh, P = -2.234807 a0^2, v/l = 0.000000
n=2: l = -11.918969, v = 0.000000 a0^2/Eh
n=3: x = 0.444444 Eh, P = 0.527852 a0^2, v/l = -0.877915
n=3: l = 2.054344, v = -1.803540 a0^2/Eh
n=4: x = 0.468750 Eh, P = 0.130187 a0^2, v/l = -1.250000
n=4: l = 0.462887, v = -0.578609 a0^2/Eh
threshold: v/l = -1.777778, P(0) = 4.786155 a0^2/Eh
|v/l| = 1 at x = 0.452665 Eh
M Sturmian: length -7.853655422, velocity -7.853655422 a0^2/Eh
M spectral: length -7.853655422, velocity -7.853655422 a0^2/Eh
M finite diff: length -7.853655, velocity -7.853655 a0^2/Eh
e^2 M = -1.29489e-40 C^2 m^2/J
partial sums 2p..Np in a0^2/Eh (and fraction of M): length | velocity
N=2: -11.91897 (1.5176) | 0.00000 (0.0000)
N=3: -9.86462 (1.2561) | -1.80354 (0.2296)
N=4: -9.40174 (1.1971) | -2.38215 (0.3033)
N=5: -9.21766 (1.1737) | -2.64604 (0.3369)
N=10: -8.99400 (1.1452) | -3.00247 (0.3823)
N=20: -8.94001 (1.1383) | -3.09573 (0.3942)
parts in a0^2/Eh (and % of M): length | velocity
2p: -11.918969 (151.76) | 0.000000 (0.00)
np n>=3: 2.997383 (-38.17) | -3.128279 (39.83)
all bound: -8.921585 (113.60) | -3.128279 (39.83)
continuum: 1.067930 (-13.60) | -4.725377 (60.17)
sum-rule parts T in a0^2 Eh; shift -T/omega^2 in a0^2/Eh
2p: T = -0.419026, shift = 11.918969
np n>=3: T = 0.215355, shift = -6.125662
all bound: T = -0.203671, shift = 5.793307
continuum: T = 0.203671, shift = -5.793307
continuum part of the T that cancels 2p = 48.61 %
N^2 x bound remainder: length 7.6578, velocity -13.6140 a0^2/Eh
C = 4.80169 (a.u., P -> C/k^9)
tail coefficients: K^-9 length 1.0670, K^-5 velocity -13.6581 a.u.
electron energy cut-off for 1%: length 0.2777 Eh, velocity 2.3591 Eh
off resonance w = 0.15 Eh: M_L = -6.33084, M_V = -11.15167 a0^2/Eh
two colours w1 = 0.1, w2 = 0.275 Eh, amplitudes in a0^2/Eh
w1 first: length -4.99744, velocity -8.15777
w2 first: length -16.49753, velocity -13.33719
both orders: length -21.49496, velocity -21.49496
```
